# Two-Sided Lanczos, Matched Moments and Coupled-Cluster Green Functions: a program that tests the result

```python
"""
Result under test: k steps of two-sided Lanczos on (A, v, w) give a k x k
tridiagonal matrix whose resolvent reproduces the 2k moments w^T A^j v,
j = 0..2k-1, of G(z) = w^T (z-A)^-1 v, and is its [k-1/k] Pade approximant
at infinity.  Arnoldi from v is in general right for k moments only.
Example: removal part of the CCSD Green function of a Hubbard chain.
  A = E_CC - P Hbar P,  Hbar = exp(-T) H exp(T)
  v = P exp(-T) a exp(T)|ref>,  w^T = <ref|(1+Lambda) exp(-T) a^dagger exp(T) P
  P = one-hole and two-hole-one-particle determinants
  a = annihilator of a spin-up electron on the first site
Energies are in units of the hopping t, Green functions in 1/t.
"""
from itertools import combinations
from types import SimpleNamespace
import numpy as np
import scipy.sparse as sp
import mpmath as mp

mp.mp.dps = 80


# ---------- coupled cluster in determinant space ----------
def annihilators(n_modes):
    lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
    parity = sp.diags([1.0, -1.0])
    ops = []
    for p in range(n_modes):
        op = sp.identity(1)
        for q in range(n_modes):
            factor = parity if q < p else lower if q == p else sp.identity(2)
            op = sp.kron(op, factor, format="csr")
        ops.append(op)
    return ops


def build_chain(sites, pairs, U, stagger):
    h = np.diag([stagger * (-1) ** i for i in range(sites)])
    h = h - np.eye(sites, k=1) - np.eye(sites, k=-1)
    density = np.full(sites, pairs / sites)
    for _ in range(300):                      # restricted mean field
        C = np.linalg.eigh(h + U * np.diag(density))[1]
        density = 0.5 * density + 0.5 * (C[:, :pairs] ** 2).sum(axis=1)
    M = 2 * sites                             # up orbitals, then down orbitals
    c = annihilators(M)
    cd = [op.T.tocsr() for op in c]
    site_op = [[sum(C[i, p] * c[s * sites + p] for p in range(sites))
                for i in range(sites)] for s in (0, 1)]
    H = sp.csr_matrix((2 ** M, 2 ** M))
    for s in (0, 1):
        for i in range(sites):
            for j in range(sites):
                if h[i, j] != 0:
                    H = H + h[i, j] * (site_op[s][i].T @ site_op[s][j])
    for i in range(sites):
        n_up = site_op[0][i].T @ site_op[0][i]
        n_down = site_op[1][i].T @ site_op[1][i]
        H = H + U * (n_up @ n_down)
    H = H.tocsr()
    occ = (np.arange(2 ** M)[:, None] >> (M - 1 - np.arange(M))) & 1
    up, down = occ[:, :sites].sum(axis=1), occ[:, sites:].sum(axis=1)
    N = np.where((up == pairs) & (down == pairs))[0]
    R = np.where((up == pairs - 1) & (down == pairs))[0]
    filled = [p for p in range(M) if p % sites < pairs]
    empty = [p for p in range(M) if p % sites >= pairs]
    ref = int(np.where(occ[N][:, empty].sum(axis=1) == 0)[0][0])
    in_P = occ[R][:, empty].sum(axis=1) <= 1
    spin = [p // sites for p in range(M)]
    taus = [cd[a] @ c[i] for i in filled for a in empty if spin[i] == spin[a]]
    for i, j in combinations(filled, 2):
        pair_out = c[j] @ c[i]
        for a, b in combinations(empty, 2):
            if spin[i] + spin[j] == spin[a] + spin[b]:
                taus.append(cd[a] @ cd[b] @ pair_out)

    def block(op, rows, cols):
        return op.tocsr()[rows][:, cols]

    return SimpleNamespace(
        pairs=pairs, ref=ref, in_P=in_P,
        H_N=block(H, N, N).toarray(), H_R=block(H, R, R).toarray(),
        remove=block(site_op[0][0], R, N).toarray(),
        tau_N=[block(x, N, N) for x in taus],
        tau_R=[block(x, R, R) for x in taus])


def nilpotent_exp(T, order):
    total, term = np.eye(len(T)), np.eye(len(T))
    for n in range(1, order + 1):
        term = term @ T / n
        total = total + term
    return total


def cluster_matrix(amplitudes, taus):
    return sum(x * tau for x, tau in zip(amplitudes, taus)).toarray()


def solve_ccsd(H, taus, ref, order):
    excited = np.column_stack([x[:, [ref]].toarray()[:, 0] for x in taus])
    t = np.zeros(len(taus))
    for _ in range(40):                       # Newton iteration
        T = cluster_matrix(t, taus)
        eT, emT = nilpotent_exp(T, order), nilpotent_exp(-T, order)
        Hbar = emT @ H @ eT
        column = Hbar[:, ref]
        residual = excited.T @ column
        shifted = np.column_stack([x @ column for x in taus])
        jacobian = excited.T @ (Hbar @ excited - shifted)
        if np.abs(residual).max() < 1e-11:
            break
        t = t - np.linalg.solve(jacobian, residual)
    assert np.abs(residual).max() < 1e-11
    lam = np.linalg.solve(jacobian.T, -(Hbar[ref] @ excited))
    left = excited @ lam
    left[ref] += 1.0
    return SimpleNamespace(E=Hbar[ref, ref], t=t, left=left, eT=eT, emT=emT)


def cc_removal(chain):
    order = 2 * chain.pairs
    cc = solve_ccsd(chain.H_N, chain.tau_N, chain.ref, order)
    T_R = cluster_matrix(cc.t, chain.tau_R)
    eT, emT = nilpotent_exp(T_R, order), nilpotent_exp(-T_R, order)
    Hbar = emT @ chain.H_R @ eT
    P = chain.in_P
    v_all = emT @ chain.remove @ cc.eT[:, chain.ref]
    w_all = cc.left @ cc.emT @ chain.remove.T @ eT
    outside = np.abs(v_all[~P]).max() if (~P).any() else 0.0
    assert outside < 1e-10                    # v lies wholly in P
    A = cc.E * np.eye(P.sum()) - Hbar[np.ix_(P, P)]
    return A, v_all[P], w_all[P], cc.E


def exact_removal(chain, z):
    energies, states = np.linalg.eigh(chain.H_N)
    x = chain.remove @ states[:, 0]
    shifted = (z - energies[0]) * np.eye(len(x)) + chain.H_R
    top = energies[0] - np.linalg.eigvalsh(chain.H_R)[0]
    return x @ np.linalg.solve(shifted, x), energies[0], top


# ---------- Krylov methods, for floats or multiprecision objects ----------
def two_sided_lanczos(A, v, w, k):
    m0 = w.dot(v)
    beta = [abs(m0) ** 0.5]
    gamma = [m0 / beta[0]]
    V, W, alpha = [v / beta[0]], [w / gamma[0]], []
    for j in range(k):
        Av = A.dot(V[j])
        alpha.append(W[j].dot(Av))
        r = Av - V[j] * alpha[j]
        s = A.T.dot(W[j]) - W[j] * alpha[j]
        if j > 0:
            r = r - V[j - 1] * gamma[j]
            s = s - W[j - 1] * beta[j]
        delta = s.dot(r)
        beta.append(abs(delta) ** 0.5)
        gamma.append(delta / beta[-1])
        V.append(r / beta[-1])
        W.append(s / gamma[-1])
    T = np.zeros((k, k), dtype=object)
    for j in range(k):
        T[j, j] = alpha[j]
        if j > 0:
            T[j, j - 1], T[j - 1, j] = beta[j], gamma[j]
    product = [b * g for b, g in zip(beta, gamma)]
    return T, product, np.array(V[:k]), np.array(W[:k])


def arnoldi(A, v, k):
    norm = v.dot(v) ** 0.5
    Q, H = [v / norm], np.zeros((k + 1, k), dtype=object)
    for j in range(k):
        r = A.dot(Q[j])
        for i in range(j + 1):
            H[i, j] = Q[i].dot(r)
            r = r - Q[i] * H[i, j]
        H[j + 1, j] = r.dot(r) ** 0.5
        Q.append(r / H[j + 1, j])
    return H, Q, norm


def moments(M, right, left, count):
    values, x = [], right
    for _ in range(count):
        values.append(left.dot(x))
        x = M.dot(x)
    return values


def resolvent(M, right, left, z):
    shifted = mp.matrix((-M).tolist())
    for i in range(len(right)):
        shifted[i, i] += z
    x = mp.lu_solve(shifted, mp.matrix(list(right)))
    return sum(left[i] * x[i] for i in range(len(right)))


def matched(full, reduced):
    """Number of leading moments that agree, and size of the first miss."""
    for j, (a, b) in enumerate(zip(full, reduced)):
        miss = abs(a - b) / abs(a)
        if miss > mp.mpf(10) ** -40:
            return j, float(miss)
    return len(full), 0.0


def to_mp(x):
    flat = np.array([mp.mpf(float(y)) for y in np.ravel(x)], dtype=object)
    return flat.reshape(np.shape(x))


def first_unit(k, value):
    e = np.array([mp.mpf(0)] * k, dtype=object)
    e[0] = value
    return e


# ---------- the CC construction against exact results ----------
U, stagger = 2.0, 0.5
z0 = 0.0 + 0.5j
small = build_chain(4, 1, U, stagger)         # two electrons: CCSD is exact
As, vs, ws, Es = cc_removal(small)
G_small = ws @ np.linalg.solve(z0 * np.eye(len(vs)) - As, vs)
G_small_exact, E_small_exact, _ = exact_removal(small, z0)
assert abs(Es - E_small_exact) < 1e-9
assert abs(G_small - G_small_exact) < 1e-8

chain = build_chain(6, 3, U, stagger)
A, v, w, E_cc = cc_removal(chain)
G_ed, E_ed, top_ed = exact_removal(chain, z0)
step = 1e-3
number_op = chain.remove.T @ chain.remove
E_plus, E_minus = [solve_ccsd(chain.H_N + s * step * number_op, chain.tau_N,
                              chain.ref, 6).E for s in (1, -1)]
density_fd = (E_plus - E_minus) / (2 * step)
assert abs(density_fd - w @ v) < 1e-5         # finite-difference error ~ step^2

# ---------- moment counts in 80-digit arithmetic ----------
Am, vm, wm = to_mp(A), to_mp(v), to_mp(w)
kmax = 12
full = moments(Am, vm, wm, 16)
m0 = full[0]
T, prod, V, W = two_sided_lanczos(Am, vm, wm, kmax)
Hess, Q, vnorm = arnoldi(Am, vm, kmax)


def lanczos_parts(k):
    return T[:k, :k], first_unit(k, mp.mpf(1)), first_unit(k, m0)


def arnoldi_parts(k):
    left = np.array([wm.dot(q) for q in Q[:k]], dtype=object)
    return Hess[:k, :k], first_unit(k, vnorm), left


counts = []
for k in range(1, 7):
    lan = moments(*lanczos_parts(k), 16)
    arn = moments(*arnoldi_parts(k), 16)
    nl, miss_l = matched(full, lan)
    na, miss_a = matched(full, arn)
    assert nl == 2 * k and na == k
    assert miss_l > 1e-12 and miss_a > 1e-12  # well above input rounding
    lead_l = mp.fprod(prod[:k + 1])
    lead_a = vnorm * mp.fprod([Hess[j + 1, j] for j in range(k)]) * wm.dot(Q[k])
    assert abs((full[2 * k] - lan[2 * k]) / lead_l - 1) < 1e-30
    assert abs((full[k] - arn[k]) / lead_a - 1) < 1e-30
    counts.append((k, nl, miss_l, na, miss_a))

# symmetric matrix with equal start vectors: Arnoldi also matches 2k
S = Am + Am.T
Hs, Qs, ns = arnoldi(S, vm, 3)
sym_left = np.array([vm.dot(q) for q in Qs[:3]], dtype=object)
sym_count, _ = matched(moments(S, vm, vm, 10),
                       moments(Hs[:3, :3], first_unit(3, ns), sym_left, 10))
assert sym_count == 6

# large-|z| error of the full Green function
far, k = mp.mpf(10) ** 6, 3
G_far = resolvent(Am, vm, wm, far)
err_l = G_far - resolvent(*lanczos_parts(k), far)
err_a = G_far - resolvent(*arnoldi_parts(k), far)
lead_l = mp.fprod(prod[:k + 1])
lead_a = vnorm * mp.fprod([Hess[j + 1, j] for j in range(k)]) * wm.dot(Q[k])
assert abs(err_l * far ** (2 * k + 1) / lead_l - 1) < 1e-3
assert abs(err_a * far ** (k + 1) / lead_a - 1) < 1e-3

# Pade approximant straight from the moments, and Hankel determinants
z = mp.mpc(z0)
for k in range(1, 7):
    hankel = mp.matrix([[full[i + j] for i in range(k)] for j in range(k)])
    rhs = mp.matrix([-full[k + j] for j in range(k)])
    q = list(mp.lu_solve(hankel, rhs)) + [mp.mpf(1)]
    numerator = sum(z ** l * sum(q[i] * full[i - l - 1]
                                 for i in range(l + 1, k + 1)) for l in range(k))
    pade = numerator / sum(q[i] * z ** i for i in range(k + 1))
    assert abs(pade - resolvent(*lanczos_parts(k), z)) < 1e-30
    det_formula = m0 ** k * mp.fprod([prod[j] ** (k - j) for j in range(1, k)])
    assert abs(mp.det(hankel) / det_formula - 1) < 1e-30

# continued fraction for k = 2
cf2 = m0 / (z - T[0, 0] - prod[1] / (z - T[1, 1]))
assert abs(cf2 - resolvent(*lanczos_parts(2), z)) < 1e-30

# serious breakdown: nonzero residuals, zero product, no [1/2] approximant
cyc = np.array([[0., 0., 1.], [1., 0., 0.], [0., 1., 0.]])
e1 = np.array([1., 0., 0.])
mc = moments(cyc, e1, e1, 4)
r, s = cyc @ e1 - mc[1] * e1, cyc.T @ e1 - mc[1] * e1
assert r @ r > 0.5 and s @ s > 0.5 and abs(r @ s) < 1e-14
hk = np.array([[mc[0], mc[1]], [mc[1], mc[2]]])
augmented = np.column_stack([hk, [mc[2], mc[3]]])
assert np.linalg.matrix_rank(hk) < np.linalg.matrix_rank(augmented)

# biorthogonality in double precision and in 80 digits
_, _, Vd, Wd = two_sided_lanczos(A, v, w, kmax)
loss_double = np.abs(Wd @ Vd.T - np.eye(kmax)).max()
gram = W.dot(V.T)
loss_mp = max(abs(gram[i, j] - (i == j)) for i in range(kmax) for j in range(kmax))
assert loss_mp < 1e-30 and loss_double > loss_mp

# Green function at one complex frequency
G_cc = resolvent(Am, vm, wm, z)
assert abs(complex(G_cc) - w @ np.linalg.solve(z0 * np.eye(len(v)) - A, v)) < 1e-9
table = []
for k in (1, 2, 3, 4, 6, 8, 10, 12):
    table.append((k, float(abs(resolvent(*lanczos_parts(k), z) - G_cc)),
                  float(abs(resolvent(*arnoldi_parts(k), z) - G_cc))))
assert table[-1][1] < table[0][1]

# ---------- output ----------
print(f"chain: 6 sites, 6 electrons, U = {U} t, site energies +-{stagger} t")
print(f"dimension of A: {len(v)}")
print(f"asymmetry |A-A^T|/|A| (Frobenius): "
      f"{np.linalg.norm(A - A.T) / np.linalg.norm(A):.4f}")
print(f"CCSD energy: {E_cc:.6f} t; exact energy: {E_ed:.6f} t")
print(f"two-electron test, |G_CC - G_exact|: {abs(G_small - G_small_exact):.1e} 1/t")
print(f"m_0 = w^T v: {w @ v:.6f}; energy derivative: {density_fd:.6f}")
l2, a2 = moments(*lanczos_parts(2), 6), moments(*arnoldi_parts(2), 6)
print("moments m_j in t^j: j, full, Lanczos k=2, Arnoldi k=2")
for j in range(6):
    print(f"  {j}  {float(full[j]):.8f}  {float(l2[j]):.8f}  {float(a2[j]):.8f}")
print("Lanczos: j, alpha_j in t, beta_(j+1)*gamma_(j+1) in t^2")
for j in range(4):
    print(f"  {j + 1}  {float(T[j, j]):.6f}  {float(prod[j + 1]):.6f}")
poles, vecs = np.linalg.eig(T[:2, :2].astype(float))
weights = float(m0) * vecs[0] * np.linalg.inv(vecs)[:, 0]
for p, x in zip(poles, weights):
    print(f"k=2 pole: {p:.6f} t, weight: {x:.6f}")
print("k, moments matched and relative first miss: Lanczos; Arnoldi")
for k, nl, ml, na, ma in counts:
    print(f"  {k}  {nl}  {ml:.2e};  {na}  {ma:.2e}")
print(f"symmetric A, w = v, k = 3: Arnoldi matches {sym_count} moments")
print(f"z = {z0} t: G_CCSD = {complex(G_cc):.6f} 1/t")
print(f"same z: exact G = {G_ed:.6f} 1/t")
print(f"CCSD truncation error |G_CCSD - G_exact|: {abs(complex(G_cc) - G_ed):.2e} 1/t")
print("k, |G_k - G_CCSD| in 1/t: Lanczos, Arnoldi")
for k, el, ea in table:
    print(f"  {k}  {el:.2e}  {ea:.2e}")
eig_A = np.linalg.eigvals(A)
ritz = np.linalg.eigvals(T[:6, :6].astype(float))
print(f"highest removal pole: CCSD {eig_A.real.max():.6f} t, "
      f"Lanczos k=6 {ritz.real.max():.6f} t, exact {top_ed:.6f} t")
print(f"largest |Im| of eigenvalues of A: {np.abs(eig_A.imag).max():.1e} t")
print(f"biorthogonality error at k=12: double {loss_double:.1e}, "
      f"80 digits {float(loss_mp):.1e}")
print("done: every assertion held")
```

Running it gives:

```
chain: 6 sites, 6 electrons, U = 2.0 t, site energies +-0.5 t
dimension of A: 39
asymmetry |A-A^T|/|A| (Frobenius): 0.0216
CCSD energy: -4.821689 t; exact energy: -4.823926 t
two-electron test, |G_CC - G_exact|: 4.3e-17 1/t
m_0 = w^T v: 0.392837; energy derivative: 0.392837
moments m_j in t^j: j, full, Lanczos k=2, Arnoldi k=2
  0  0.39283730  0.39283730  0.39283730
  1  -0.07031648  -0.07031648  -0.07031648
  2  0.14575210  0.14575210  0.15486107
  3  -0.13301327  -0.13301327  -0.14359205
  4  0.26180193  0.13993131  0.15541783
  5  -0.56821004  -0.14259054  -0.16224950
Lanczos: j, alpha_j in t, beta_(j+1)*gamma_(j+1) in t^2
  1  -0.178996  0.338984
  2  -0.623944  0.915180
  3  -1.886506  1.185893
  4  -2.310918  2.089881
k=2 pole: 0.221810 t, weight: 0.266528
k=2 pole: -1.024751 t, weight: 0.126309
k, moments matched and relative first miss: Lanczos; Arnoldi
  1  2  9.14e-01;  1  6.45e-03
  2  4  4.66e-01;  2  6.25e-02
  3  6  9.66e-02;  3  1.48e-02
  4  8  2.15e-02;  4  7.28e-03
  5  10  2.91e-03;  5  3.77e-03
  6  12  2.14e-04;  6  6.35e-04
symmetric A, w = v, k = 3: Arnoldi matches 6 moments
z = 0.5j t: G_CCSD = 0.060955-0.427363j 1/t
same z: exact G = 0.060650-0.428408j 1/t
CCSD truncation error |G_CCSD - G_exact|: 1.09e-03 1/t
k, |G_k - G_CCSD| in 1/t: Lanczos, Arnoldi
  1  3.28e-01  3.28e-01
  2  1.72e-01  1.77e-01
  3  5.97e-02  5.97e-02
  4  2.40e-02  2.10e-02
  6  1.42e-03  1.42e-03
  8  3.84e-06  1.31e-04
  10  5.94e-07  1.53e-05
  12  2.66e-08  2.70e-06
highest removal pole: CCSD 0.443063 t, Lanczos k=6 0.442450 t, exact 0.432224 t
largest |Im| of eigenvalues of A: 1.2e-03 t
biorthogonality error at k=12: double 3.4e-10, 80 digits 7.5e-75
done: every assertion held
```
